# Migration barriers under homogeneous strain from elastic dipoles, derived two ways

A rate model for annealing a strained, implanted layer needs a migration barrier for every hop direction and every strain state. Either each saddle point is searched for again in each strained crystal, or the minimum and the saddle are computed once, without strain, and their stresses supply all the other barriers. The second choice is justified for small strain by

$$E_b(\varepsilon)=E_b(0)-\sum_{ij}\varepsilon_{ij}\left(P^s_{ij}-P^m_{ij}\right)+O(\varepsilon^2). \tag{1}$$

Here $m$ is the minimum from which the defect starts and $s$ is the saddle of the hop. The strain $\varepsilon$ is symmetric, homogeneous and positive in tension. The sum runs over all nine components, so each shear component counts twice; it is written $\varepsilon:\Delta P$ with $\Delta P=P^s-P^m$. The elastic dipole of a stationary state $x$ is

$$P^x_{ij}=-\left.\frac{d}{d\varepsilon_{ij}}\left(E^x-E^{\rm bulk}\right)\right|_{\varepsilon=0},$$

where $E^{\rm bulk}$ is the energy of the same number of atoms in the equally strained perfect crystal. Both states have the same atoms and the same cell, so $E^{\rm bulk}$ cancels from the barrier. A positive dipole belongs to a defect that pushes outward, and tension lowers its energy.

## First derivation: following the stationary points

Write the atomic positions as $r=(1+\varepsilon)X$. The energy is then a function $E(X,\varepsilon)$ of internal coordinates $X$ and strain. A minimum and a saddle obey the same condition,

$$\frac{\partial E}{\partial X}=0. \tag{2}$$

Let $H=\partial^2E/\partial X^2$, with the three rigid translations removed. If $E$ is smooth and $H$ is invertible, the implicit function theorem gives a smooth solution $X^x(\varepsilon)$ near zero strain. It requires no positive $H$, so it holds at a saddle too.

The relaxed energy is $E^x(\varepsilon)=E(X^x(\varepsilon),\varepsilon)$. With $a,b$ labelling strain components, the chain rule gives

$$\frac{dE^x}{d\varepsilon_a}=\frac{\partial E}{\partial\varepsilon_a}+\frac{\partial E}{\partial X}\frac{dX^x}{d\varepsilon_a}=\frac{\partial E}{\partial\varepsilon_a}. \tag{3}$$

The second term vanishes by (2). The atoms do move in proportion to the strain, but their motion does not enter the first-order energy. Hence

$$E^s(\varepsilon)-E^m(\varepsilon)=E_b(0)+\varepsilon:\left(\frac{\partial E^s}{\partial\varepsilon}-\frac{\partial E^m}{\partial\varepsilon}\right)+O(\varepsilon^2).$$

By definition $\partial E^x/\partial\varepsilon=-P^x+\partial E^{\rm bulk}/\partial\varepsilon$. The bulk terms cancel in the difference, and (1) follows.

When the energy depends on interatomic distances, the derivative can be written out. For a pair with separation $r_i$ at zero strain, $\delta r_i=\sum_j\delta\varepsilon_{ij}r_j$. From $r^2=\sum_i r_i^2$ one has $r\,\delta r=\sum_{ij}r_i\,\delta\varepsilon_{ij}\,r_j$, so

$$P_{ij}=-\sum_{\rm pairs}\frac{\partial E}{\partial r}\,\frac{r_ir_j}{r}, \tag{4}$$

provided the perfect crystal is free of stress; otherwise its part is subtracted.

The same route gives the size of the remainder. Differentiating (2) along the solution yields

$$H\frac{dX}{d\varepsilon_b}+\frac{\partial^2E}{\partial X\,\partial\varepsilon_b}=0
\quad\Rightarrow\quad
\frac{dX}{d\varepsilon_b}=-H^{-1}\frac{\partial^2E}{\partial X\,\partial\varepsilon_b}.$$

Differentiating (3) once more and inserting this result gives

$$K_{ab}=\frac{d^2E}{d\varepsilon_a d\varepsilon_b}
=\frac{\partial^2E}{\partial\varepsilon_a\partial\varepsilon_b}
-\frac{\partial^2E}{\partial\varepsilon_a\partial X}\,H^{-1}\,\frac{\partial^2E}{\partial X\,\partial\varepsilon_b}. \tag{5}$$

The barrier therefore has the second-order term $\tfrac12\sum_{ab}\varepsilon_a(K^s-K^m)_{ab}\varepsilon_b$. Relaxation enters here. Straining the two unstrained configurations without relaxing them gives the correct slope but in general the wrong curvature.

Equation (5) also shows how the linear law fails. If a mode with small eigenvalue $\lambda$ couples to the strain with strength $c$, it contributes $-c^2\varepsilon^2/(2\lambda)$, which grows without limit as $\lambda\to0$. At $\lambda=0$ the stationary point may split or disappear. The law also fails as a rate law when strain makes a different saddle the lowest one, even though each saddle still obeys (1).

## Second derivation: a closed cycle of work

Consider a body of volume $V$ that contains the defect. Its boundary is displaced by $u_i=\sum_j\varepsilon_{ij}x_j$. Take the system around a cycle:

1. Without strain, raise the defect from the minimum to the saddle. The energy rises by $E_b(0)$.
2. Hold it at the saddle and strain the body slowly. The boundary does work $W^s$.
3. At fixed strain, let the defect return to the minimum. The energy changes by $-E_b(\varepsilon)$.
4. Remove the strain with the defect at the minimum. The energy changes by $-W^m$.

Energy is a function of state, so the changes add to zero:

$$E_b(\varepsilon)=E_b(0)+W^s-W^m. \tag{6}$$

Step 2 needs a guide that keeps the defect from sliding off the saddle. The guide does no work, because the force it must balance is zero at a stationary point.

The work follows from the tractions on the boundary. With stress $\sigma$, outward normal $n$ and summation over repeated indices,

$$\delta W=\oint\sigma_{ik}n_k\,\delta\varepsilon_{ij}x_j\,dS
=\delta\varepsilon_{ij}\int\partial_k(\sigma_{ik}x_j)\,dV.$$

The product rule gives $\partial_k(\sigma_{ik}x_j)=x_j\partial_k\sigma_{ik}+\sigma_{ij}$. Mechanical equilibrium means $\partial_k\sigma_{ik}=0$, which leaves

$$\delta W=V\,\bar\sigma_{ij}\,\delta\varepsilon_{ij}, \tag{7}$$

where $\bar\sigma$ is the volume average. To first order $W^x=V\bar\sigma^x(0):\varepsilon$, and (6) becomes

$$E_b(\varepsilon)=E_b(0)+V\left(\bar\sigma^s-\bar\sigma^m\right):\varepsilon+O(\varepsilon^2).$$

Since $\delta E=\delta W$, the definition of the dipole gives $\Delta P=-V(\bar\sigma^s-\bar\sigma^m)$, and this is again (1). The minus sign arises because a defect that pushes outward puts its clamped cell under compression, which is negative stress.

## What each derivation assumes

The first derivation assumes a smooth energy surface and invertible Hessians. In return it proves that the strained stationary points exist, shows that unrelaxed strained configurations suffice for the slope, and gives the second-order term. The second uses balanced forces, a stress field and reversible work. It needs no choice of internal coordinates and no pair distances, and it identifies $\Delta P$ with a difference of cell stresses. It takes for granted that each state can be followed continuously, which is what the first derivation proves. If a state jumps during straining, the cycle is not reversible and (6) cannot be used.

Both hold the cell shape fixed during the hop. Suppose instead that the applied stress $\sigma$ is fixed, and that both states have the same stiffness $C$, with inverse $S$. Minimizing

$$E^x_0-P^x:\varepsilon+\tfrac12V\,\varepsilon:C:\varepsilon-V\sigma:\varepsilon$$

over $\varepsilon$ gives $\varepsilon=S:(\sigma+P^x/V)$ and the value $E_0^x-\tfrac12V(\sigma+P^x/V):S:(\sigma+P^x/V)$. The difference between saddle and minimum is

$$E_b(0)-(S:\sigma):\Delta P-\frac{P^s:S:P^s-P^m:S:P^m}{2V}.$$

The middle term is (1) with the strain $S:\sigma$ that the stress produces in the perfect crystal. The last term does not depend on the applied stress and vanishes for a large body. The two loading conditions thus agree on the strain effect in the dilute limit.

## When equivalent hops separate

Let $R$ be a symmetry operation of the unstrained crystal that carries one hop into another. Rotating both defect and strain leaves the energy unchanged, so the second hop under $\varepsilon$ has the barrier of the first under $R^T\varepsilon R$. Because $\Delta P:(R^T\varepsilon R)=(R\,\Delta P\,R^T):\varepsilon$, the second hop has the dipole difference $R\,\Delta P\,R^T$. The barriers separate at first order if and only if

$$\varepsilon:\left(R\,\Delta P\,R^T-\Delta P\right)\neq0. \tag{8}$$

Strain therefore does not split every set of equivalent hops. Isotropic strain gives zero in (8), since a rotation preserves the trace.

For a vacancy in an fcc crystal hopping along $[110]$, the symmetry of the saddle leaves three numbers: $\Delta P_{xx}=\Delta P_{yy}=A$, $\Delta P_{zz}=C$ and $\Delta P_{xy}=D$. The barrier shift is

$$\delta E_b^{[110]}=-\left[A(\varepsilon_{xx}+\varepsilon_{yy})+C\varepsilon_{zz}+2D\varepsilon_{xy}\right]. \tag{9}$$

For $[1\bar10]$ the sign of $D$ changes. Over the six hop axes, each diagonal position holds $A$ four times and $C$ twice, while the shear entries cancel in pairs. The mean shift is thus $-\mathrm{tr}(\varepsilon)(2A+C)/3$. A strain without volume change leaves the mean barrier unchanged at first order: if it lowers some barriers, it raises others.

Forward and reverse barriers of one hop share a saddle, so they differ by the energy difference of the end minima. For the vacancy these minima are lattice translations of each other, and the difference is zero under homogeneous strain.

Two film orientations show how much the geometry matters. Let the in-plane strain be $e$ and the normal strain $e_z$. For a (001) film, (9) gives $-2Ae-Ce_z$ for the in-plane hop $[110]$. For the out-of-plane hop $[101]$, $C$ sits in the $yy$ position, and the shift is $-(A+C)e-Ae_z$. Subtraction gives

$$E_b^{\rm in}-E_b^{\rm out}=(C-A)(e-e_z). \tag{10}$$

For a (111) film the strain is $e\,\delta_{ij}+(e_z-e)/3$, because every product of two components of the unit normal is $1/3$. The diagonal parts are now equal and do not split the hops. The shear is $(e_z-e)/3$, and the in-plane hop $[1\bar10]$ minus the out-of-plane hop $[110]$ gives $4D(e_z-e)/3$. This splitting depends on $D$ alone.

## A vacancy in an iridium-like film

The model energy has the Sutton–Chen form

$$E=U\sum_{\rm pairs}\left(\frac ar\right)^{14}t(r)-W\sum_{\rm atoms}\Big[\sum_{\rm neighbours}\left(\frac ar\right)^6t(r)\Big]^{1/2}.$$

The cutoff is $t=1-x^3(10-15x+6x^2)$, where $x$ runs from 0 at $0.4224$ nm to 1 at $0.5568$ nm. Rough iridium values, $a=0.384$ nm and a cohesive energy of $6.9$ eV, fix $U=0.002638$ eV and $W=0.86227$ eV. In a cell of 256 sites with one vacancy, the unstrained barrier is $2.39$ eV.

The minimum has an isotropic dipole of $-5.89$ eV: the vacancy pulls inward. At the $[110]$ saddle, (4) gives $P_{xx}=1.39$, $P_{zz}=20.70$ and $P_{xy}=-2.44$ eV. Subtraction yields

$$A=7.28,\qquad C=26.59,\qquad D=-2.44\ \text{eV}.$$

These values belong to the 256-site cell; in a 500-site cell the largest change is about $0.12$ eV, in $C$. They depend more strongly on the cutoff: with the taper moved to run from $1.5a$ to $1.85a$ and $U$, $W$ refitted, the barrier becomes $2.24$ eV and $A$, $C$, $D$ become $6.35$, $24.17$ and $-2.61$ eV, which lowers the linear (001) splitting found below from $0.22$ to $0.20$ eV.

The large $C$ fits the geometry. Before relaxation, the jumping atom passes midway between four atoms at $(\pm\tfrac14,\mp\tfrac14,\pm'\tfrac12)a$, where the last sign is independent. Their distance is $0.61a$, against $0.71a$ between neighbours in the crystal. Repulsion from these four alone would give a saddle dipole with $P_{xx}:P_{zz}:P_{xy}=1:4:-1$ through the products $r_ir_j$. The computed saddle dipole has the same signs and the same largest component, but its ratios are about $1:15:-1.8$, so other pairs contribute as well and the picture is only qualitative.

Equation (1) was tested with the strain $(\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz},\varepsilon_{xy},\varepsilon_{xz},\varepsilon_{yz})=(4,-3,2,2,-1,3)\times10^{-4}$. For $[110]$, (9) gives

$$-\left[7.28(4-3)+26.59(2)+2(-2.44)(2)\right]\times10^{-4}\ \text{eV}=-5.07\ \text{meV}.$$

Minima and saddles relaxed in crystals with this strain and its negative give, as half the difference of the two barriers, also $-5.07$ meV. For all six axes the shifts range from $-11.37$ to $4.10$ meV, and the largest deviation from the rotated tensor is $0.0001$ meV. An isotropic strain of $0.2\,\%$ shifts the relaxed barriers by $-81$ meV and splits the two tested axes by less than $10^{-9}$ meV.

Now take a (001) film with $e=0.5\,\%$ and a stress-free surface normal. The model has $C_{11}=528$ and $C_{12}=340$ GPa. Zero normal stress requires $C_{11}e_z+2C_{12}e=0$, so $e_z=-0.645\,\%$. The linear shifts are

$$\delta E_b^{\rm in}=-2(7.28)(0.005)+26.59(0.00645)=0.099\ \text{eV},$$

$$\delta E_b^{\rm out}=-(7.28+26.59)(0.005)+7.28(0.00645)=-0.122\ \text{eV}.$$

The splitting is $0.221$ eV. Full relaxation gives $0.215$ eV, so the linear value is $3\,\%$ too large relative to the relaxed one. For the in-plane hop, the part of the shift even in strain is $-4.98$ meV, and at half the strain it is $-1.25$ meV. The factor of four is that of a quadratic remainder.

In a (111) film given the same strains, $e=0.5\,\%$ and $e_z=-0.645\,\%$, so that $e-e_z=1.145\,\%$, the linear splitting is $4(2.44)(0.01145)/3=0.037$ eV, about six times smaller. Full relaxation gives $0.045$ eV, so the linear law is less accurate here than for the (001) film: it misses about a sixth of the splitting. These strains do not leave the (111) surface free of stress. With $e=0.5\,\%$ and zero normal stress, the model ($C_{44}=226$ GPa) gives $e_z=-0.358\,\%$, a linear splitting of $0.028$ eV and a relaxed one of about $0.031$ eV.

At $1000$ K, $kT=86.2$ meV. With equal prefactors, the linear law gives $\Gamma_{\rm in}/\Gamma_{\rm out}=\exp(-221/86.2)=0.077$; the relaxed barriers give $0.082$. The vacancy diffusion tensor is $D_{ij}=\tfrac12\sum\Gamma d_id_j$ over twelve hops $d$. Four in-plane and four out-of-plane hops have $d_x^2=a^2/4$, and eight out-of-plane hops have $d_z^2=a^2/4$. Therefore

$$\frac{D_{xx}}{D_{zz}}=\frac{4\Gamma_{\rm in}+4\Gamma_{\rm out}}{8\Gamma_{\rm out}}=\frac12\left(1+\frac{\Gamma_{\rm in}}{\Gamma_{\rm out}}\right)=0.54.$$

Stretching the hop vectors with the film multiplies this by $[(1+e)/(1+e_z)]^2=1.023$ and gives $0.55$. Apart from this small factor, the ratio cannot fall below $\tfrac12$, because out-of-plane hops also carry the vacancy sideways. A thirteenfold difference in hop rates thus becomes less than a twofold difference in diffusion.

Several neglected effects can be sized. Harmonic prefactors in the strained film, from a 108-site cell, are $0.85$ THz in plane and $1.00$ THz out of plane, which lowers the rate ratio by a further $16\,\%$. A 256-site cell changes these prefactors by less than $3\,\%$ and makes the reduction $17\,\%$. The leading quantum correction, summed over all modes, lowers the in-plane rate by $2.4\,\%$; tunnelling alone would raise it by $0.06\,\%$. Enlarging the cell to 864 sites changes the barrier by $-7$ meV and the splitting by $3$ meV. A rough thermal strain of $0.49\,\%$ from 300 K shifts all barriers by about $-0.20$ eV. This matters for absolute rates. At first order it leaves the splitting unchanged, but full relaxation with thermal and film strain together lowers the splitting from $0.215$ to $0.192$ eV, which raises the rate ratio from $0.082$ to $0.107$ at equal prefactors.

For real iridium, the elastic constants are roughly $C_{11}=600$ and $C_{12}=250$ GPa, so the model's $C_{12}$ is too high. With $\Delta P$ and $e$ held fixed, the rough constants give $e_z\approx-0.42\,\%$ and reduce the splitting to about $0.18$ eV. The model film carries an in-plane stress of $(C_{11}+C_{12}-2C_{12}^2/C_{11})e\approx2$ GPa, which is high for a metal film at $1000$ K. Real implanted films break the assumption of a fixed homogeneous strain: damage makes the strain uneven, and dislocation motion can relax it. If half the strain were lost, the linear splitting would fall from $0.22$ to $0.11$ eV. The dipoles belong to the model potential, and an electronic-structure calculation of the two cell stresses would be needed to predict the splitting in the metal.

## Numbers as computed

```
Lattice parameter (rough Ir): 0.384 nm
Cohesive energy (rough Ir): 6.9 eV
Repulsion strength A: 0.002638 eV
Density strength B: 0.86227 eV
Cutoff starts at: 0.4224 nm
Cutoff ends at: 0.5568 nm
C11 of model: 528 GPa
C12 of model: 340 GPa
Bulk modulus of model: 403 GPa
Sites in main cell: 256
Unstrained barrier: 2.3944 eV
P minimum, xx=yy=zz: -5.893 eV
P saddle [110], xx=yy: 1.386 eV
P saddle [110], zz: 20.697 eV
P saddle [110], xy: -2.442 eV
Delta P, xx=yy (A): 7.280 eV
Delta P, zz (C): 26.591 eV
Delta P, xy (D): -2.442 eV
General strain xx,yy,zz,xy,xz,yz (1e-4): 4 -3 2 2 -1 3
Hop (1, 1, 0): direct -5.0692 meV, law -5.0691 meV
Hop (1, -1, 0): direct -7.0230 meV, law -7.0231 meV
Hop (1, 0, 1): direct 3.1210 meV, law 3.1210 meV
Hop (1, 0, -1): direct 4.0979 meV, law 4.0979 meV
Hop (0, 1, 1): direct -8.4429 meV, law -8.4429 meV
Hop (0, 1, -1): direct -11.3737 meV, law -11.3737 meV
Largest deviation, general strain: 0.00008 meV
Mean shift of six hops, direct: -4.1150 meV
Mean shift from traces: -4.1150 meV
Isotropic 0.2 % strain: shift: -81.14 meV
Isotropic 0.2 % strain: splitting 2.3e-10 meV
Film in-plane strain: 0.500 %
Film normal strain: -0.645 %
In-plane hop shift, law: 98.66 meV
In-plane hop shift, relaxed: 93.71 meV
Out-of-plane hop shift, law: -122.41 meV
Out-of-plane hop shift, relaxed: -121.44 meV
Barrier in-plane minus out, law: 221.08 meV
Barrier in-plane minus out, relaxed: 215.15 meV
Even-in-strain part, in-plane: -4.983 meV
Even-in-strain part, half strain: -1.246 meV
Even-in-strain part, out-of-plane: 0.831 meV
Annealing temperature: 1000 K
Thermal energy kT: 86.17 meV
Rate ratio in/out, law: 0.0769
Rate ratio in/out, relaxed barriers: 0.0824
Diffusion ratio Dxx/Dzz, law: 0.5384
Prefactor in-plane (108 sites): 0.846 THz
Prefactor out-of-plane (108 sites): 1.003 THz
Prefactor ratio in/out: 0.8432
Unstable modes at unstrained saddle: 1
Leading tunnelling correction to rate: 0.064 %
Thermal strain from 300 K (rough): 0.49 %
Thermal shift common to all hops: -201.6 meV
Barrier change, 256 to 864 sites: -7.34 meV
Splitting change, 256 to 864 sites: 2.89 meV
```
